# Why Cartesian d and f shells lower the energy and worsen the conditioning

Two programs are given the same helium atom and the same Gaussian exponents. One returns a full-CI energy of $-2.8991516$ Eh from 32 functions, with an overlap matrix of condition number 185. The other returns $-2.8994484$ Eh from 37 functions, with condition number 72024. A user who subtracts an energy of one program from an energy of the other carries a spurious 0.3 mEh in this basis, whose s set lacks a diffuse function; in cc-pVQZ the same difference is 0.11 mEh. A user who concludes that six d functions describe angular shape better than five has the wrong cause. The five extra functions are s and p functions in disguise, and one quantity, their distance from the rest of the basis, enters both effects.

Hartree atomic units are used. All functions are real primitive Gaussians on one centre, normalized unless stated. $S$ is the overlap matrix and $\kappa=\lambda_{\max}/\lambda_{\min}$ its condition number. The solvable model is one electron in the field $-Z/r$.

## What a Cartesian shell contains

A Cartesian shell is the set $x^iy^jz^k e^{-\alpha r^2}$ with $i+j+k=l$, which has 6 members for $l=2$ and 10 for $l=3$. A homogeneous polynomial is $r^l f(\theta,\phi)$, and $\nabla^2=r^{-2}\partial_r r^2\partial_r-L^2/r^2$ gives $\nabla^2(r^lf)=r^{l-2}[l(l+1)-L^2]f$. The polynomial has pure angular momentum $l$ exactly when its Laplacian vanishes.

Let $q$ be homogeneous of degree $m=0$ or $1$, so that $\nabla^2q=0$ and $\mathbf r\cdot\nabla q=mq$. The product rule, with $\nabla^2r^2=6$ and $\nabla r^2=2\mathbf r$, gives
$$\nabla^2(r^2q)=6q+4\,\mathbf r\cdot\nabla q+r^2\nabla^2 q=(6+4m)\,q .$$
Every such $q$ is therefore the Laplacian of a polynomial of degree $l=m+2$. The Laplacian is onto, and its kernel has dimension $6-1=5$ or $10-3=7$. Any $P$ of degree $l$ splits, with $q=\nabla^2P$, into $P-r^2q/(6+4m)$, which is harmonic, and $r^2q/(6+4m)$. With $\nabla^2x^2=2$, $\nabla^2x^3=6x$, $\nabla^2xy^2=2x$:
$$x^2=\left(x^2-\tfrac13r^2\right)+\tfrac13r^2,$$
$$x^3=\left(x^3-\tfrac35xr^2\right)+\tfrac35xr^2,\qquad xy^2=\left(xy^2-\tfrac15xr^2\right)+\tfrac15xr^2 .$$
So 6d spans 5d plus $r^2e^{-\alpha r^2}$, and 10f spans 7f plus $r^2(x,y,z)e^{-\alpha r^2}$. These contaminants have $l=0$ and $l=1$. They are orthogonal to the pure part because they belong to a different eigenvalue of the Hermitian operator $L^2$.

Their weight follows from averages over the unit sphere. With $u=\cos\theta$, $\langle z^{2k}\rangle=\frac12\int_{-1}^1u^{2k}du=1/(2k+1)$. Multiplying by $x^2+y^2+z^2=1$ gives the mixed averages. From $\frac13=\frac15+2\langle x^2y^2\rangle$ comes $\langle x^2y^2\rangle=\frac1{15}$. From $\frac15=\frac17+2\langle x^4y^2\rangle$ comes $\langle x^4y^2\rangle=\frac1{35}$. From $\frac1{15}=\frac2{35}+\langle x^2y^2z^2\rangle$ comes $\langle x^2y^2z^2\rangle=\frac1{105}$. The radial factor is common to both parts, so the contaminant's share of the squared norm is $\frac{1/9}{1/5}=\frac59$ in $x^2$, $\frac{(9/25)(1/3)}{1/7}=\frac{21}{25}$ in $x^3$, and $\frac{(1/25)(1/3)}{1/35}=\frac7{15}$ in $xy^2$. A population analysis that labels the $x^3$ function "f" is describing a function that is 84% p.

## How closely ordinary Gaussians imitate a contaminant

The substitution $t=pr^2$ gives
$$I(m,p)=\int_0^\infty r^me^{-pr^2}dr=\frac{\Gamma\!\left(\frac{m+1}2\right)}{2p^{(m+1)/2}} .$$
Take unnormalized $R_1=r^{n_1}e^{-ar^2}$ and $R_2=r^{n_2}e^{-br^2}$ with the same $Y_{lm}$, and put $N=n_1+n_2$, $p=a+b$. The volume element $r^2dr$ gives $S=I(N+2,p)$ and $V=-Z\,I(N+1,p)$. Integrating the kinetic energy by parts gives $T=\frac12\int[R_1'R_2'r^2+l(l+1)R_1R_2]\,dr$. Since $R_1'=(n_1r^{n_1-1}-2ar^{n_1+1})e^{-ar^2}$, and likewise for $R_2$,
$$T=\tfrac12\left[(n_1n_2+l(l+1))I(N,p)-2(an_2+bn_1)I(N+2,p)+4ab\,I(N+4,p)\right].$$

For an ordinary function ($n_1=n=l$, exponent $a$) and a contaminant ($n_2=n+2$, exponent $b$) the normalized overlap is $I(2n+4,a+b)/\sqrt{I(2n+2,2a)\,I(2n+6,2b)}$. The recursion $\Gamma(s+1)=s\Gamma(s)$ reduces the gamma functions to $\sqrt{(n+\frac32)/(n+\frac52)}$. With $t=a/(a+b)$, $\mu=(2n+3)/4$ and $\nu=(2n+7)/4$, the powers combine because $\mu+\nu=n+\frac52$:
$$S=\sqrt{\frac{2n+3}{2n+5}}\;(2t)^{\mu}\,\big(2(1-t)\big)^{\nu}.$$
At equal exponents $t=\frac12$, and $S=\sqrt{3/5}=0.7746$ for s and $\sqrt{5/7}=0.8452$ for p. Setting $d\ln S/dt=\mu/t-\nu/(1-t)=0$ gives $a/b=\mu/\nu$. For s this is $3/7$, with $S=\sqrt{3/5}\,(0.6)^{3/4}(1.4)^{7/4}=0.9515$. For p it is $5/9$, with $S=\sqrt{5/7}\,(5/7)^{5/4}(9/7)^{9/4}=0.9769$. Two Gaussians with exponents close to $\alpha$, one on each side, do far better, because
$$r^2e^{-\alpha r^2}=-\partial_\alpha e^{-\alpha r^2},$$
and differences of Gaussians with neighbouring exponents approximate this derivative.

## The energy

The 5d7f space lies inside the 6d10f space. For Hartree-Fock, full CI and Kohn-Sham theory with exact integration, the energy is a minimum over trial states, and every trial state of the smaller basis is available in the larger one. At the global minimum $E_{\rm cart}\le E_{\rm sph}$. The argument says nothing about MP2 or coupled cluster, which are not minima, nor about the sign of the change in a difference of two energies, each lowered by its own amount.

For one electron the lowering is exact. Let $\psi_k$, $E_k$ be the orthonormal solutions in the old basis, so $\langle\psi_k|H|\psi_j\rangle=E_k\delta_{kj}$, and add a normalized $\chi$. Define $o_k=\langle\psi_k|\chi\rangle$ and
$$\rho=1-\sum_ko_k^2,\qquad \chi_\perp=\frac{\chi-\sum_ko_k\psi_k}{\sqrt\rho}.$$
Here $\rho$ is the squared distance of $\chi$ from the old space. The new matrix elements are $\varepsilon=\langle\chi_\perp|H|\chi_\perp\rangle$ and
$$V_k=\langle\psi_k|H|\chi_\perp\rangle=\frac{\langle\psi_k|H|\chi\rangle-E_ko_k}{\sqrt\rho}=\frac{\langle\psi_k|H-E_k|\chi\rangle}{\sqrt\rho}.$$
For $\sum_kc_k\psi_k+d\,\chi_\perp$ the eigenvalue equations are $(E_k-E)c_k+V_kd=0$ and $\sum_kV_kc_k+(\varepsilon-E)d=0$. The first gives $c_k=V_kd/(E-E_k)$. Inserting it in the second and dividing by $d$ gives $E-\varepsilon=\sum_kV_k^2/(E-E_k)$. Isolating the $k=0$ term,
$$E-E_0=\frac{V_0^2}{D},\qquad D=E-\varepsilon-\sum_{k>0}\frac{V_k^2}{E-E_k}.$$
If $V_0\ne0$, the trial state $\psi_0+\eta\chi_\perp$ has energy $E_0+2\eta V_0+O(\eta^2)$, which falls below $E_0$ for one sign of $\eta$. Then $E<E_0$ strictly and $D<0$. Since $E<E_0\le E_k$, no term of the sum is positive, so $|D|\le\varepsilon-E$, strictly if some $V_k$ with $k>0$ is nonzero: keeping only $\psi_0$ and $\chi_\perp$ then underestimates the gain.

The coupling $V_0$ has a plain meaning. Write $\psi_0=\sum_jc_jg_j$. The energy is stationary in the $c_j$, so a change of exponent acts only through $\delta\psi_0=c_i\,\partial_{\alpha_i}g_i\,\delta\alpha_i$, and $\delta E=2\langle\delta\psi_0|H-E_0|\psi_0\rangle$. The derivative of the normalization constant adds a multiple of $g_i$, which drops out because $\langle g_i|H-E_0|\psi_0\rangle=0$. Hence
$$\frac{dE}{d\alpha_i}=-2c_i\langle r^2g_i|H-E_0|\psi_0\rangle .$$
A contaminant that shares the exponent $\alpha_i$ couples in proportion to the exponent gradient: the coupling vanishes once that exponent is optimized. A contaminant with an exponent outside the set is not covered by this relation and can lower the energy of an optimized set too. For He$^+$ in the six-function s set below, this gradient at $\alpha=0.9$ is $1.331\times10^{-3}$ Eh bohr$^2$.

"Cartesian is always lower" therefore has exceptions. The first is an optimized exponent. For one s Gaussian ($N=0$, $p=2\alpha$) the formulas give $T/S=2\alpha^2I(4)/I(2)=2\alpha^2\cdot\frac{3/2}{2\alpha}=\frac32\alpha$ and $V/S=-ZI(1)/I(2)=-2Z\sqrt{2\alpha/\pi}$. The derivative vanishes at $\sqrt\alpha=\frac{2Z}3\sqrt{2/\pi}$, so $\alpha=8Z^2/9\pi$ and $E=\frac{4Z^2}{3\pi}-\frac{8Z^2}{3\pi}=-\frac{4Z^2}{3\pi}$. For $Z=2$ these are $1.131768$ bohr$^{-2}$ and $-1.697653$ Eh. Adding $r^2e^{-\alpha r^2}$ at this exponent gives $\rho=1-\frac35=0.4$ and $V_0=0$. The two eigenvalues are $E_0$ and $\varepsilon=1.1318$ Eh, and the gain is zero. The second is an accidental zero of the coupling. The function $F(\beta)=\langle e^{-\beta r^2}|H-E_0|\psi_0\rangle$ vanishes at every exponent of an s set, so by Rolle's theorem its derivative $-\langle r^2e^{-\beta r^2}|H-E_0|\psi_0\rangle$ vanishes somewhere between two neighbouring exponents. A contaminant with that exponent has $V_0=0$ although nothing is optimized. The third is symmetry. In restricted Hartree-Fock helium a spherical orbital makes a spherical Fock operator, which has no elements between $l=0$ and $l>0$. Pure d, pure f and $r^2$p functions then leave the s-only solution stationary. In full CI the $r^2$p functions do act, through the total-$S$ pair functions $p_x(1)p_x(2)+p_y(1)p_y(2)+p_z(1)p_z(2)$.

## The conditioning

A condition number belongs to a set of functions, not to a space, so the set must be named. Call pure harmonics plus normalized contaminants the adapted basis, and normalized monomials the raw basis.

The tool is the min-max property. With eigenvalues in ascending order, $\lambda_k$ is the minimum over $k$-dimensional subspaces of the maximum of $v^TSv/v^Tv$. Any such subspace shares a vector with the span of eigenvectors $k,\dots,n$, since the dimensions add to $n+1$, so the maximum is at least $\lambda_k$; the first $k$ eigenvectors attain it.

In the adapted basis the spherical $S$ is a principal submatrix of the enlarged $S'$, with $m$ more rows. Vectors padded with zeros form a restricted choice of subspaces, so $\lambda_k'\le\lambda_k$. The same statement for $-S$ and $-S'$, whose order is reversed, gives $\lambda_k\le\lambda'_{k+m}$. This is Cauchy interlacing. It contains $\lambda'_{\min}\le\lambda_{\min}$ and $\lambda'_{\max}\ge\lambda_{\max}$, so $\kappa'\ge\kappa$, for atoms and molecules alike.

The size of the damage is set by $\rho$. Let $s$ hold the overlaps of $\chi$ with the old functions and $C$ the coefficients of the $\psi_k$. From $C^TSC=1$ follows $CC^T=S^{-1}$, and $o=C^Ts$, so $\rho=1-s^TS^{-1}s$. Take $v=(-S^{-1}s,\,1)$. Then $v^TS'v=s^TS^{-1}s-2s^TS^{-1}s+1=\rho$, and
$$\lambda'_{\min}\le\frac{\rho}{1+|S^{-1}s|^2}\le\rho .$$
Subtracting $s^TS^{-1}$ times the old rows from the last row of $S'$ leaves $(0,\rho)$, so also $\det S'/\det S=\rho$. Being a distance to a subspace, $\rho$ cannot rise when the old basis is enlarged, while the gain cannot exceed $E_0-E_{\rm exact}$. As a basis approaches completeness the gain is squeezed to zero while the bound on $\lambda'_{\min}$ tightens. The practical cost lies in orthogonalization by $S^{-1/2}$, whose norm is $\lambda_{\min}^{-1/2}$. An error in a one-electron matrix meets two such factors and can grow by $1/\lambda_{\min}$; an error in the two-electron integrals meets four and can grow by $1/\lambda_{\min}^2$.

Raw monomials are not orthogonal even within a shell. Monomials of different parity under $x\to-x$, $y\to-y$ or $z\to-z$ are orthogonal, so $xy$, $xz$, $yz$ and $xyz$ each give an eigenvalue 1. The pairs among $x^2,y^2,z^2$ overlap by $\frac{1/15}{1/5}=\frac13$. Their matrix has eigenvalue $1+\frac23=\frac53$ on $(1,1,1)$ and $1-\frac13=\frac23$ on the two vectors with zero sum, so $\kappa=2.5$. In the block $x^3,xy^2,xz^2$ the overlaps are $\frac{1/35}{\sqrt{(1/7)(1/35)}}=\frac1{\sqrt5}$ and $\frac{1/105}{1/35}=\frac13$. The vector $(0,1,-1)$ has eigenvalue $\frac23$. On $x^3$ and $(0,1,1)/\sqrt2$ the matrix has diagonal $1,\frac43$ and off-diagonal $\sqrt{2/5}$, so $\lambda=\frac76\pm\sqrt{\frac1{36}+\frac25}=\frac76\pm\sqrt{\frac{77}{180}}$, which is $0.5126$ and $1.8207$, with $\kappa=3.552$. The $y$ and $z$ blocks repeat this.

These in-shell numbers bound the difference between the two bases. The raw functions are the adapted ones times an invertible matrix $M$, block-diagonal by shell, so $S_{\rm raw}=M^TS_{\rm ad}M$. The adapted functions are orthonormal within a shell, so $M^TM$ holds the shell overlaps just found. With $w=Mv$,
$$\frac{v^TS_{\rm raw}v}{v^Tv}=\frac{w^TS_{\rm ad}w}{w^Tw}\cdot\frac{v^TM^TMv}{v^Tv}.$$
The first factor is positive, the second lies in $[0.5126,1.8207]$, and $M$ maps $k$-dimensional subspaces onto $k$-dimensional subspaces. Min-max then puts each $\lambda_k^{\rm raw}/\lambda_k^{\rm ad}$ in that interval (Ostrowski's bound). Non-orthogonality inside a shell changes $\kappa$ by a factor of 3.552 at most, so it cannot explain a factor of hundreds. In a molecule this margin also means that $\kappa_{\rm raw}\ge\kappa_{\rm sph}$ is not guaranteed by these arguments. On one atom it is. The spherical $S$ splits into $2l+1$ identical radial blocks for each $l$, and the s, $p_x$, $xy$ and $xyz$ functions, all pure, display each block as a principal submatrix of $S_{\rm raw}$.

## Numbers for He$^+$ and He

The exponents, in bohr$^{-2}$, are chosen inputs: s $0.3, 0.9, 2.7, 8.1, 24.3, 72.9$; p $0.6, 1.8, 5.4$; d $1.2, 4.3$; f $2.7$. The p, d and f values are roughly of quadruple-zeta size for helium.

For He$^+$ (exact energy $-2$ Eh) the contaminant of the d shell at $1.2$ is added to three nested s sets that start at $0.3$: three functions of ratio 9, the six above, and eleven of ratio $\sqrt3$ ending at $72.9$.

| ratio | $E_0$ (Eh) | gain (mEh) | $\rho$ | $\lambda_{\min}\to\lambda'_{\min}$ |
|---|---|---|---|---|
| 9 | $-1.8978805$ | $90.42$ | $0.2058$ | $0.392\to0.109$ |
| 3 | $-1.9988428$ | $0.00133$ | $3.93\times10^{-3}$ | $1.81\times10^{-2}\to8.36\times10^{-4}$ |
| $\sqrt3$ | $-1.9992314$ | $0.00152$ | $3.27\times10^{-6}$ | $1.330\times10^{-5}\to2.965\times10^{-7}$ |

The gains are $V_0^2/|D|$: $0.55464^2/3.4024=0.0904$ Eh, $(4.2021\times10^{-3})^2/13.2761=1.330\times10^{-6}$ Eh, and $(3.6640\times10^{-3})^2/8.8289=1.521\times10^{-6}$ Eh. In the sparse set the error is $2-1.8978805=0.1021$ Eh, or 102.1 mEh, and the contaminant removes 90.42 mEh of it. At ratio 3 it removes about a thousandth of the remaining 1.157 mEh, while $\lambda_{\min}$ falls by $1.810\times10^{-2}/8.359\times10^{-4}\approx22$. There $\varepsilon-E=27.13+2.00=29.13$ Eh against $|D|=13.28$ Eh, so the two-state estimate would give less than half the gain. The gain does not fall from ratio 3 to ratio $\sqrt3$; it rises slightly, although $\rho$ drops a thousandfold. Nothing forbids this. The gain depends strongly on the contaminant's exponent, because $V_0$ passes through zero between neighbouring s exponents. In the ratio-3 set one such zero lies at $1.129$, close to the $1.2$ used here. For a contaminant at $0.9$, near a zero of the ratio-$\sqrt3$ set at $0.991$, the gain falls from $0.00924$ to $0.00016$ mEh; at $2.0$, near a zero of the ratio-3 set at $2.059$, it rises from $0.00010$ to $0.0173$ mEh. What cannot rise when the basis is enlarged is the upper bound $E_0-E_{\rm exact}$, here 0.769 mEh, not the gain itself. A small $\rho$ guarantees bad conditioning, not a small gain.

For neutral helium, in the adapted bases:

| basis | RHF (Eh) | FCI (Eh) | $\lambda_{\min}$ | $\kappa$ |
|---|---|---|---|---|
| 5d7f | $-2.8582516$ | $-2.8991516$ | $1.8097\times10^{-2}$ | 185.4 |
| 6d7f | $-2.8584906$ | $-2.8994099$ | $6.6913\times10^{-5}$ | 64885 |
| 5d10f | $-2.8582516$ | $-2.8991897$ | $7.1451\times10^{-4}$ | 4696 |
| 6d10f | $-2.8584906$ | $-2.8994484$ | $6.6913\times10^{-5}$ | 64885 |

The RHF energy of 5d7f equals that of the six s functions alone, and $r^2$p changes nothing, as symmetry requires. The two $r^2$s functions gain 0.2389 mEh in RHF and 0.2583 mEh in full CI, so in this basis most of their effect is already present at the mean-field level. That share belongs to the incomplete s set. One more s function at $0.1$ lowers the RHF energy by 1.9 mEh and cuts the two gains to 0.0362 and 0.0539 mEh, and the 6d10f gain to 0.0920 mEh. In cc-pVQZ the two gains are 0.0006 and 0.0720 mEh, so there the effect is almost all correlation. The $r^2$p set gains 0.0381 mEh. The effects are nearly additive: $0.2583+0.0381=0.2964$ against 0.2968 mEh.

The contaminants have $\rho=3.93\times10^{-3}$ and $4.80\times10^{-4}$ against the six s functions, and $1.99\times10^{-3}$ against the three p functions. The lowest eigenvalue of the s block drops to $6.6913\times10^{-5}$. That of the p block drops from $0.14257$ to $7.1451\times10^{-4}$, which sets $\kappa=3.3555/7.1451\times10^{-4}=4696$ for 5d10f but is hidden behind the s block in 6d10f. With $\lambda_{\max}$ rising from $3.3555$ to $4.3417$, $\kappa$ grows by $64885.2/185.4\approx350$. The raw basis spans the same space and gives the same energies, with $\kappa=5.2000/7.2198\times10^{-5}=72024$, a growth of 388.4. Its eigenvalue ratios to the adapted basis run from $0.6667$ to $1.2436$, inside the bound. A $\lambda_{\min}$ near $7\times10^{-5}$ gives $1/\lambda_{\min}^2\approx2\times10^{8}$, so double-precision rounding of order $10^{-16}$ in the integrals can reach order $10^{-8}$ in the transformed integrals, and more when the errors of many integrals add with the same sign, since the factor bounds growth in norm. Here the raw and adapted helium energies agree to seven decimals, so rounding lies well below the helium gains above; the ratio-$\sqrt3$ row shows the direction in which trouble lies.

As a control, the pure 5d7f basis is extended by five ordinary functions at the best-imitating exponents: s at $\frac37(1.2)=0.5143$ and $\frac37(4.3)=1.8429$, and a p shell at $\frac59(2.7)=1.5$. Imitation suggests a similar gain. The result is three times larger, 0.7932 mEh in RHF and 0.8973 mEh in full CI, with a smaller $\kappa$ of 22457. An overlap of 0.95 does not make two functions equivalent, since only their small residues $\chi_\perp$ act on the energy, and these differ. The splitting already showed that the contaminants add only radial s and p flexibility; the control shows that in this basis five ordinary functions supply more of it than the five contaminants do. The order is not general. The s function at $0.5143$ alone gives 0.7418 mEh of the RHF gain, and the ordinary p shell alone gains 0.0242 mEh in full CI, less than the 0.0381 mEh of $r^2$p. With an s function at $0.1$ added to the base set the order reverses: the five ordinary functions gain 0.0678 mEh in full CI and the five contaminants 0.0920 mEh.

The numerical check below tests the splitting symbolically and by quadrature on the sphere, the overlap maxima by radial quadrature and numerical search, and the radial formulas against independently computed Gaussian integrals. It compares the secular equation with direct diagonalization, $\rho$ with the determinant ratio, and the exponent gradient with finite differences. For helium it compares the pure subspace of the Cartesian basis with integrals computed directly over spherical functions, compares raw with adapted energies, and verifies the symmetry equalities, the ordering of the energies, interlacing and Ostrowski's bound.

## Calculated quantities

```
contaminant norm fraction in xx: 0.5556
contaminant norm fraction in xxx: 0.8400
contaminant norm fraction in xyy: 0.4667
<s|r2 s>: equal exponents 0.7746, max 0.9515 at a/b = 0.4286
<p|r2 p>: equal exponents 0.8452, max 0.9769 at a/b = 0.5556
exponents (bohr^-2): s [0.3, 0.9, 2.7, 8.1, 24.3, 72.9] p [0.6, 1.8, 5.4] d [1.2, 4.3] f [2.7]
He+ ratio 9, 3 s: E0 -1.8978805 Eh, E -1.9882965 Eh, gain 90.42 mEh
   rho 2.058e-01, lmin 3.921e-01 -> 1.093e-01
   |V0| 5.5464e-01 Eh, eps 3.2654 Eh, denominator -3.4024 Eh
He+ ratio 3, 6 s: E0 -1.9988428 Eh, E -1.9988441 Eh, gain 0.00133 mEh
   rho 3.932e-03, lmin 1.810e-02 -> 8.359e-04
   |V0| 4.2021e-03 Eh, eps 27.1332 Eh, denominator -13.2761 Eh
He+ ratio sqrt3, 11 s: E0 -1.9992314 Eh, E -1.9992329 Eh, gain 0.001521 mEh
   rho 3.270e-06, lmin 1.330e-05 -> 2.965e-07
   |V0| 3.6640e-03 Eh, eps 20.3138 Eh, denominator -8.8289 Eh
He+ exact 1s energy -Z^2/2 = -2 Eh
He+ dE/d(alpha) at alpha=0.9: 1.331346e-03 Eh bohr^2
single s: alpha_opt 1.131768 bohr^-2, E -1.697653 Eh, rho 0.4000, eps 1.1318 Eh, gain 0
one-shell raw spectra: d 2/3..5/3, kappa 2.500; f 0.5126..1.8207, kappa 3.552
l=0 block lmin: 1.8097e-02 -> 6.6913e-05
   rho of r2 contaminant, exponent 1.2: 3.9318e-03
   rho of r2 contaminant, exponent 4.3: 4.7994e-04
l=1 block lmin: 1.4257e-01 -> 7.1451e-04
   rho of r2 contaminant, exponent 2.7: 1.9925e-03
5d7f: n 32, RHF -2.8582516 Eh, FCI -2.8991516 Eh
   lmin 1.8097e-02, lmax 3.3555, kappa 185.4
6d7f: n 34, RHF -2.8584906 Eh, FCI -2.8994099 Eh
   lmin 6.6913e-05, lmax 4.3417, kappa 64885.2
5d10f: n 35, RHF -2.8582516 Eh, FCI -2.8991897 Eh
   lmin 7.1451e-04, lmax 3.3555, kappa 4696.2
6d10f: n 37, RHF -2.8584906 Eh, FCI -2.8994484 Eh
   lmin 6.6913e-05, lmax 4.3417, kappa 64885.2
raw: n 37, RHF -2.8584906 Eh, FCI -2.8994484 Eh
   lmin 7.2198e-05, lmax 5.2000, kappa 72024.2
s only: RHF -2.8582516 Eh; raw/adapted eigenvalue ratios 0.6667..1.2436
gain 6d7f: RHF 0.2389 mEh, FCI 0.2583 mEh
gain 5d10f: RHF 0.0000 mEh, FCI 0.0381 mEh
gain 6d10f: RHF 0.2389 mEh, FCI 0.2968 mEh
kappa growth: adapted 349.9, raw 388.4
control 5d7f + s 0.5143, 1.8429 + p 1.5000 bohr^-2: RHF -2.8590448 Eh, FCI -2.9000489 Eh
   gain RHF 0.7932 mEh, FCI 0.8973 mEh, lmin 2.1315e-04, kappa 22457.3
```
